# Why Omitting the Exchange Singularity Shifts Hybrid Addition and Removal Energies: verification in Python

```python
# Result under test: in a global hybrid with mixing fraction a, a cubic cell of
# side L and Gamma sampling, leaving out the G=0 term of the exchange kernel
# raises E(N+1)-E(N) by a*alpha*C/(2L), with no dielectric constant in it.
# alpha: Madelung constant of a cubic lattice of charges in a uniform background
# C: e^2/(4 pi eps0) in eV nm.  P: one-particle density matrix (spin orbitals).
# M: sum of |P_ij|^2 r_ij^2, which sets the next correction, of order 1/L^3.
import numpy as np
from scipy import constants as sc
from scipy.special import erf, erfc

C = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9
pi = np.pi


def triples(lo, hi):
    x = np.arange(lo, hi + 1)
    return np.array(np.meshgrid(x, x, x, indexing="ij")).reshape(3, -1).T


# ---------- periodic Coulomb kernel without G=0 (unit cell side) ----------
ETA = 2.0
LAT = triples(-5, 5)
LAT = LAT[(LAT**2).sum(1) > 0]
G2LAT = (2 * pi) ** 2 * (LAT**2).sum(1)
GWEIGHT = 4 * pi * np.exp(-G2LAT / (4 * ETA**2)) / G2LAT


def regular_part(r):
    """Periodic potential minus 1/r, by Ewald summation."""
    r = np.asarray(r, float)
    s = np.linalg.norm(r)
    own = -2 * ETA / np.sqrt(pi) if s < 1e-12 else -erf(ETA * s) / s
    d = np.linalg.norm(LAT - r, axis=1)
    recip = (GWEIGHT * np.cos(2 * pi * LAT @ r)).sum()
    return own + (erfc(ETA * d) / d).sum() + recip - pi / ETA**2


alpha = -regular_part([0, 0, 0])

# alpha from a damped real-space sum minus its integral
R = np.linalg.norm(triples(-45, 45), axis=1)
R = R[R > 0]


def damped(s):
    return 2 * pi / s - (np.exp(-s * R**2) / R).sum()


alpha_real = 2 * damped(0.02) - damped(0.04)
assert abs(alpha_real - alpha) < 1e-4


# missing G=0 weight from an auxiliary Gaussian function on an n*n*n mesh
def missing_weight(n, gamma):
    total = 0.0
    for q in triples(0, n - 1) / n:
        k2 = (2 * pi) ** 2 * ((triples(-14, 14) + q) ** 2).sum(1)
        k2 = k2[k2 > 1e-12]
        total += (4 * pi * np.exp(-gamma * k2) / k2).sum() / n**3
    return 1 / np.sqrt(pi * gamma) - total


aux = [2 * missing_weight(n, 0.005) - missing_weight(n, 0.01) for n in (1, 2)]
assert abs(aux[0] - alpha) < 1e-6 and abs(aux[1] - alpha / 2) < 1e-6

# quadratic term of the kernel, in three directions
for u in ([1, 0, 0], [1, 1, 0], [1, 1, 1]):
    r = 0.05 * np.array(u) / np.linalg.norm(u)
    quad = regular_part(r) + alpha
    assert abs(quad / (2 * pi * 0.05**2 / 3) - 1) < 0.01

# ---------- self-consistent hybrid model of a polarizable insulator ----------
# On-site self-repulsion is cancelled by semilocal plus exact exchange.
a_mix, spacing = 0.25, 0.21          # fraction; nm
site_split, hop, defect = 6.8, 1.6, 3.3   # eV


class Cell:
    def __init__(self, n):
        self.L = n * spacing
        xyz = triples(0, n - 1)
        disp = (xyz[:, None] - xyz[None] + n // 2) % n - n // 2
        dist = np.sqrt((disp**2).sum(2))
        self.r2 = (dist * spacing) ** 2
        table = np.array([regular_part(((x + n // 2) % n - n // 2) / n)
                          for x in xyz])
        code = (disp % n) @ np.array([n * n, n, 1])
        bare = np.where(dist > 0, 1 / np.maximum(dist * spacing, 1e-9), 0)
        self.direct = C * bare                      # minimum-image 1/r
        self.omitted = C * (bare + table[code] / self.L)
        self.patched = self.omitted + C * alpha / self.L
        odd = xyz.sum(1) % 2
        self.Z = odd.astype(float)                  # core charge per site
        self.N = int(odd.sum())
        level = np.where(odd == 1, -site_split, site_split)
        level[0] -= defect                          # empty defect level
        far = np.array([n // 2] * 3)
        if far.sum() % 2 == 0:
            far[2] -= 1
        level[far @ np.array([n * n, n, 1])] += defect   # filled defect level
        self.h = np.diag(level) - hop * (np.abs(dist - 1) < 1e-9)

    def energy(self, P, kernel):
        q = np.diag(P) - self.Z
        return ((self.h * P).sum() + 0.5 * q @ self.omitted @ q
                - 0.5 * a_mix * (kernel * P**2).sum())

    def solve(self, extra, kernel):
        """extra: electrons beyond neutral; may be fractional."""
        occ = np.clip(self.N + extra - np.arange(len(self.Z)), 0, 1)
        P = np.diag(self.Z)
        for _ in range(400):
            q = np.diag(P) - self.Z
            fock = self.h + np.diag(self.omitted @ q) - a_mix * kernel * P
            e, c = np.linalg.eigh(fock)
            new = (c * occ) @ c.T
            change = np.abs(new - P).max()
            P = P + 0.7 * (new - P)
            if change < 1e-9:
                return self.energy(new, kernel), new, e, c
        raise RuntimeError("self-consistency not reached")


rows = []
for n in (4, 6):
    cell = Cell(n)
    om = {x: cell.solve(x, cell.omitted) for x in (-1, 0, 1)}
    ref = {x: cell.solve(x, cell.direct) for x in (-1, 0, 1)}
    lead = a_mix * alpha * C / (2 * cell.L)
    for name, x in (("addition", 0), ("removal", -1)):
        e_om = om[x + 1][0] - om[x][0]
        e_ref = ref[x + 1][0] - ref[x][0]
        dM = (cell.r2 * (ref[x + 1][1] ** 2 - ref[x][1] ** 2)).sum()
        cubic = -a_mix * pi * C * dM / (3 * cell.L**3)
        gap_to_law = e_om - e_ref - lead - cubic
        assert abs(gap_to_law) < 0.02 * lead
        if n == 6:
            assert abs(gap_to_law) < 0.5 * abs(cubic)
        rows.append((n, name, e_om, e_ref, e_om - e_ref, lead, cubic))

# the remaining checks use the larger cell (cell, om, ref, lead are for n = 6)
N = cell.N
homo_shift = om[0][2][N - 1] - ref[0][2][N - 1]
lumo_shift = om[0][2][N] - ref[0][2][N]
assert abs(homo_shift - 2 * lead) < 0.05 * lead
assert abs(lumo_shift) < 0.05 * lead
density_change = 0.0
for x in (-1, 0, 1):
    pat = cell.solve(x, cell.patched)
    density_change = max(density_change, np.abs(pat[1] - om[x][1]).max())
    assert abs(om[x][0] - pat[0] - (N + x) * lead) < 1e-5
assert density_change < 1e-7
half_shift = (cell.solve(0.5, cell.omitted)[0] - om[0][0]
              - cell.solve(0.5, cell.direct)[0] + ref[0][0])
assert abs(half_shift - 0.25 * lead) < 0.03 * lead
orb = ref[0][3][:, :N + 1]
relaxation = cell.energy(orb @ orb.T, cell.direct) - ref[1][0]
assert relaxation > 0.02
model_gap = ref[0][2][N] - ref[0][2][N - 1]
assert model_gap > 0.5


# ---------- contrast: a charge in a lattice of polarizable dipoles ----------
# Lattice spacing 1, Gaussian-smeared charge and dipoles, Gaussian units.
def dipole_lattice(n, beta=0.5, smear=0.25):
    k = ((triples(0, n - 1) + n // 2) % n - n // 2) / n
    G = 2 * pi * (k[:, None] + triples(-3, 3)[None])
    G2 = (G**2).sum(2)
    ok = G2 > 1e-12
    w = np.where(ok, 4 * pi * np.exp(-G2 * smear**2) / np.where(ok, G2, 1), 0)
    bare = 0.5 * w.sum() / n**3
    phase = np.exp(-0.5j * G.sum(2))              # charge at the cube centre
    field = -1j * ((w * phase)[:, :, None] * G).sum(1) / n**3
    stiff = np.eye(3) / beta + np.matmul((G * w[:, :, None]).transpose(0, 2, 1), G)
    p = np.linalg.solve(stiff.astype(complex), field[:, :, None])[:, :, 0]
    relax = -0.5 * n**3 * (field.conj() * p).sum().real
    zero = np.argmin((k**2).sum(1))
    eps = 1 + 4 * pi / stiff[zero, 0, 0]
    return bare, bare + relax, eps


sizes = np.array([4.0, 6.0, 8.0, 10.0])
data = np.array([dipole_lattice(int(n)) for n in sizes])
powers = np.array([sizes**0, 1 / sizes, sizes**-3, sizes**-5]).T
slope_bare = np.linalg.solve(powers, data[:, 0])[1]
slope_medium = np.linalg.solve(powers, data[:, 1])[1]
eps_lattice = data[0, 2]
assert abs(slope_bare / (-alpha / 2) - 1) < 0.01
assert abs(slope_medium / (-alpha / (2 * eps_lattice)) - 1) < 0.01

# ---------- worked example: rough magnesium-oxide-like numbers ----------
L, eps_static, eps_fast, gap, T = 6 * spacing, 10.0, 3.0, 8.0, 300.0
radius = 0.2                                    # nm, rms size of defect state
bare_term = alpha * C / (2 * L)
cubic_size = a_mix * pi * C * 2 * radius**2 / (3 * L**3)
quad_size = 2 * pi * C * radius**2 / (3 * eps_static * L**3)
kT = sc.k * T / sc.e
assert abs(a_mix * bare_term - lead) < 1e-10
assert cubic_size < 0.1 * lead and kT < 0.01 * gap

print(f"alpha, Ewald sum: {alpha:.6f}")
print(f"alpha, damped real-space sum: {alpha_real:.5f}")
print(f"alpha, auxiliary function, Gamma only: {aux[0]:.6f}")
print(f"missing weight x L, 2x2x2 mesh: {aux[1]:.6f}")
print(f"C = e^2/(4 pi eps0): {C:.5f} eV nm")
print(f"Mixing fraction a: {a_mix:.2f}")
print("LATTICE HYBRID MODEL")
print(f"spacing {spacing:.2f} nm, site energies +-{site_split:.1f} eV")
print(f"hopping {hop:.1f} eV, defect level offset {defect:.1f} eV")
for n, name, e1, e2, d, l, c3 in rows:
    print(f"{n**3} sites, {name} step: omitted {e1:.4f}, 1/r {e2:.4f} eV")
    print(f"  shift {d:.4f}, a alpha C/2L {l:.4f}, 1/L^3 term {c3:.4f} eV")
print("The lines below are for 216 sites")
print(f"neutral electron number: {N}")
print(f"highest occupied eigenvalue shift: {homo_shift:.4f} eV")
print(f"lowest empty eigenvalue shift: {lumo_shift:.4f} eV")
print(f"energy shift for half an added electron: {half_shift:.4f} eV")
print(f"largest change of P, omitted vs patched: {density_change:.1e}")
print(f"relaxation energy on electron addition: {relaxation:.3f} eV")
print(f"gap between the defect eigenvalues: {model_gap:.3f} eV")
print("DIPOLE LATTICE (energy x length / charge^2)")
print(f"dielectric constant: {eps_lattice:.4f}")
print(f"1/L coefficient, no medium: {slope_bare:.4f}")
print(f"1/L coefficient, with medium: {slope_medium:.4f}")
print(f"-alpha/2: {-alpha/2:.4f}")
print(f"-alpha/(2 eps): {-alpha/(2*eps_lattice):.4f}")
print("WORKED EXAMPLE (rough oxide values)")
print(f"L {L:.2f} nm, eps static {eps_static:.0f}, fast {eps_fast:.0f}")
print(f"alpha C/(2L): {bare_term:.3f} eV")
print(f"exchange shift of addition/removal step: {a_mix*bare_term:.3f} eV")
print(f"occupied eigenvalue shift: {2*a_mix*bare_term:.3f} eV")
print(f"level shift from same-cell valence edge: {-a_mix*bare_term:.3f} eV")
print(f"charged-cell term, q=1, static eps: {-bare_term/eps_static:.3f} eV")
print(f"charged-cell term, q=1, fast eps: {-bare_term/eps_fast:.3f} eV")
print(f"exchange shift, 64-site cell {4*spacing:.2f} nm: "
      f"{a_mix*alpha*C/(8*spacing):.3f} eV")
print(f"exchange shift, 2x2x2 mesh: {a_mix*bare_term/2:.3f} eV")
print(f"assumed rms radius of defect state: {radius:.1f} nm")
print(f"neglected 1/L^3 exchange term, size: {cubic_size:.4f} eV")
print(f"neglected quadrupole-type term, size: {quad_size:.4f} eV")
print(f"kT at {T:.0f} K: {kT:.4f} eV; rough gap: {gap:.0f} eV")
print("tests ok")
```

Printed output:

```
alpha, Ewald sum: 2.837297
alpha, damped real-space sum: 2.83731
alpha, auxiliary function, Gamma only: 2.837297
missing weight x L, 2x2x2 mesh: 1.418649
C = e^2/(4 pi eps0): 1.43996 eV nm
Mixing fraction a: 0.25
LATTICE HYBRID MODEL
spacing 0.21 nm, site energies +-6.8 eV
hopping 1.6 eV, defect level offset 3.3 eV
64 sites, addition step: omitted 2.2244, 1/r 1.6214 eV
  shift 0.6030, a alpha C/2L 0.6080, 1/L^3 term -0.0048 eV
64 sites, removal step: omitted -1.0084, 1/r -1.6214 eV
  shift 0.6130, a alpha C/2L 0.6080, 1/L^3 term 0.0048 eV
216 sites, addition step: omitted 2.6932, 1/r 2.2901 eV
  shift 0.4031, a alpha C/2L 0.4053, 1/L^3 term -0.0022 eV
216 sites, removal step: omitted -1.8825, 1/r -2.2901 eV
  shift 0.4076, a alpha C/2L 0.4053, 1/L^3 term 0.0022 eV
The lines below are for 216 sites
neutral electron number: 108
highest occupied eigenvalue shift: 0.8079 eV
lowest empty eigenvalue shift: 0.0028 eV
energy shift for half an added electron: 0.1016 eV
largest change of P, omitted vs patched: 2.4e-11
relaxation energy on electron addition: 0.311 eV
gap between the defect eigenvalues: 7.045 eV
DIPOLE LATTICE (energy x length / charge^2)
dielectric constant: 3.7832
1/L coefficient, no medium: -1.4186
1/L coefficient, with medium: -0.3783
-alpha/2: -1.4186
-alpha/(2 eps): -0.3750
WORKED EXAMPLE (rough oxide values)
L 1.26 nm, eps static 10, fast 3
alpha C/(2L): 1.621 eV
exchange shift of addition/removal step: 0.405 eV
occupied eigenvalue shift: 0.811 eV
level shift from same-cell valence edge: -0.405 eV
charged-cell term, q=1, static eps: -0.162 eV
charged-cell term, q=1, fast eps: -0.540 eV
exchange shift, 64-site cell 0.84 nm: 0.608 eV
exchange shift, 2x2x2 mesh: 0.203 eV
assumed rms radius of defect state: 0.2 nm
neglected 1/L^3 exchange term, size: 0.0151 eV
neglected quadrupole-type term, size: 0.0060 eV
kT at 300 K: 0.0259 eV; rough gap: 8 eV
tests ok
```
